# Power-law edge and Doniach–Sunjic line from a linear cumulant kernel

## 1. What scaling fixes

A core electron is suddenly removed from a metal, and the hole shakes up low-energy excitations. Its amplitude at time $t$ contains a factor $e^{\tilde C(t)}$ with

$$\tilde C(t)=\int_0^\infty d\omega\,\frac{\beta(\omega)}{\omega^2}\left(e^{-i\omega t}-1\right).$$

Here $\hbar=1$. The exponent is dimensionless, so the kernel $\beta$ is an energy. If $\beta(\omega)=\alpha\omega$, then $\alpha$ is a pure number and the kernel supplies no energy scale.

The integral then needs an upper cutoff $\Lambda$, and $\tilde C$ can depend on $\Lambda t$ alone. For $\Lambda t\gg1$, raising the cutoff to $b\Lambda$ adds $-\alpha\int_\Lambda^{b\Lambda}d\omega/\omega=-\alpha\ln b$, because the oscillating part averages out. Hence $e^{\tilde C}\propto(\Lambda t)^{-\alpha}$.

The spectrum is the Fourier transform of the amplitude and has dimension 1/energy. At energy $x$ above threshold it must be

$$A(x)\propto \Lambda^{-\alpha}x^{\alpha-1}.$$

A lifetime width $\gamma$ adds one scale, so near the edge $A_\gamma(x)=\Lambda^{-\alpha}\gamma^{\alpha-1}F(x/\gamma)$. Scaling leaves the function $F$ and the prefactors to be calculated.

## 2. Model and cumulant

The core level has no dispersion and does not recoil, the temperature is zero, and the excitations are treated as bosons coupled linearly to the hole. With the hole present,

$$H=E_b+\sum_k\left[\omega_k b_k^\dagger b_k+g_k(b_k+b_k^\dagger)\right].$$

$E$ denotes binding energy, so energy given to excitations raises $E$. Before removal the bosons are in their vacuum $|0\rangle$. The spectrum is

$$A(E)=\sum_f|\langle f|0\rangle|^2\delta(E-E_f)=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{iEt}S(t),\qquad S(t)=\langle0|e^{-iHt}|0\rangle .$$

Take one mode and set $b=d-g/\omega$. Then

$$\omega b^\dagger b+g(b+b^\dagger)=\omega d^\dagger d-g(d+d^\dagger)+\frac{g^2}{\omega}+g(d+d^\dagger)-\frac{2g^2}{\omega}=\omega d^\dagger d-\frac{g^2}{\omega}.$$

Since $b|0\rangle=0$, we have $d|0\rangle=(g/\omega)|0\rangle$: the old vacuum is a coherent state of the new oscillator. It contains $n$ quanta with probability $e^{-\lambda}\lambda^n/n!$, where $\lambda=g^2/\omega^2$. Therefore

$$\langle0|e^{-iHt}|0\rangle=e^{-iE_bt}\,e^{ig^2t/\omega}\sum_n e^{-\lambda}\frac{\lambda^n}{n!}e^{-in\omega t}
=e^{-iE_bt}\exp\left[\frac{g^2}{\omega^2}\left(e^{-i\omega t}+i\omega t-1\right)\right].$$

Independent modes multiply, so their exponents add. With $\beta(\omega)=\sum_kg_k^2\,\delta(\omega-\omega_k)$,

$$S(t)=e^{-iE_bt+C(t)},\qquad C(t)=\int_0^\infty d\omega\,\frac{\beta(\omega)}{\omega^2}\left(e^{-i\omega t}+i\omega t-1\right)\quad(t>0),$$

and $S(-t)=S(t)^*$.

**Connection with GW.** To second order in the coupling, the hole emits a boson at $t_2$ and reabsorbs it at $t_1$. Relative to $e^{-iE_bt}$ this gives

$$-g^2\int_0^tdt_1\int_0^{t_1}dt_2\,e^{-i\omega(t_1-t_2)}
=-g^2\int_0^tdt_1\,\frac{1-e^{-i\omega t_1}}{i\omega}
=\frac{g^2}{\omega^2}\left(i\omega t+e^{-i\omega t}-1\right),$$

which is the exponent above. The corresponding self-energy is $\Sigma(E)=\sum_kg_k^2/(E-E_b-\omega_k+i0)$, so

$$\beta(\omega)=-\frac1\pi\,\mathrm{Im}\,\Sigma(E_b+\omega).$$

This is the GW self-energy of the level when the bosons represent the excitations in the screened interaction $W$ and the propagator $G$ is that of the bare hole. The cumulant exponentiates the second-order term, and for this model that is exact.

The part of $C$ linear in $t$ moves the threshold to

$$E_0=E_b-\int_0^\infty d\omega\,\frac{\beta(\omega)}{\omega}.$$

The rest of $C$ is $\tilde C$. From here on $x=E-E_0$.

## 3. Why a metal gives a linear kernel

Let the hole act on one spin channel of conduction electrons through a contact potential $V$, constant at low energy, and let $N$ be the density of states. A pair of energy $\omega$ has its electron at $\mu+e$ and its hole at $\mu+e-\omega$, with $0<e<\omega$. To second order in $V$,

$$\beta(\omega)=V^2\int_0^\omega de\,N(\mu+e)N(\mu+e-\omega)\;\longrightarrow\;V^2N(\mu)^2\,\omega\qquad(\omega\to0).$$

The factor $\omega$ is the length of the allowed interval. The weak-coupling value is thus $\alpha=V^2N(\mu)^2$, valid for $\pi N|V|\ll1$. Beyond that, repeated scattering changes the exponent: for a flat, half-filled band it is $(\delta/\pi)^2$ with $\tan\delta=\pi N|V|$, which gives 0.032 instead of 0.040 at $N|V|=0.2$ and 0.092 instead of 0.200 at $N|V|=0.447$, and stays below $1/4$; independent channels add their exponents. What follows uses only the linear law, with $\alpha$ a parameter in $0<\alpha<1$; a value such as 0.2 cannot be taken from the second-order formula for one channel. With an excitation gap, $\beta$ would vanish at low $\omega$ and the argument would not apply.

## 4. The power-law edge

A kernel linear up to infinite frequency would make $\int\beta/\omega\,d\omega$ diverge. Take

$$\beta(\omega)=\alpha\,\omega\,e^{-\omega/\omega_c}.$$

The threshold shift is $\int_0^\infty\alpha e^{-\omega/\omega_c}d\omega=\alpha\omega_c$. For the rest, differentiate:

$$\frac{d\tilde C}{dt}=-i\alpha\int_0^\infty d\omega\,e^{-\omega(1/\omega_c+it)}=-\frac{i\alpha\omega_c}{1+i\omega_ct}.$$

Since $\tilde C(0)=0$,

$$\tilde C(t)=-\alpha\ln(1+i\omega_ct),\qquad S(t)=e^{-iE_0t}(1+i\omega_ct)^{-\alpha}.$$

The integral $\int_0^\infty x^{\alpha-1}e^{-px}dx=\Gamma(\alpha)p^{-\alpha}$ holds for $\mathrm{Re}\,p>0$. With $p=1/\omega_c+it$ it reads

$$\int_0^\infty dx\,e^{-ixt}\,\frac{x^{\alpha-1}e^{-x/\omega_c}}{\Gamma(\alpha)\,\omega_c^\alpha}=(1+i\omega_ct)^{-\alpha}.$$

A Fourier transform determines its function, so

$$\boxed{A(x)=\theta(x)\,\frac{x^{\alpha-1}e^{-x/\omega_c}}{\Gamma(\alpha)\,\omega_c^{\alpha}}}$$

Setting $t=0$ shows that the norm is 1. The mean loss is $i\,\frac{d}{dt}(1+i\omega_ct)^{-\alpha}|_{t=0}=\alpha\omega_c$, so the mean of $E$ is $E_0+\alpha\omega_c=E_b$. The relaxation energy lowers the threshold, and the loss tail restores the mean.

## 5. The quasiparticle weight is zero

The quasiparticle weight $Z$ is the probability of finding the relaxed ground state, with no quanta in any mode:

$$Z=\exp\left[-\int_0^\infty d\omega\,\frac{\beta(\omega)}{\omega^2}\right].$$

For the linear kernel the integrand behaves as $\alpha/\omega$ at low $\omega$. The integral diverges logarithmically and $Z=0$.

A finite system shows how this happens. Let the modes lie at $\omega_k=k\Delta$ with $g_k^2=\beta(\omega_k)\Delta$. The mean number of quanta in mode $k$ is $\alpha e^{-k\Delta/\omega_c}/k$, and $\sum_kq^k/k=-\ln(1-q)$ gives

$$Z=\left(1-e^{-\Delta/\omega_c}\right)^\alpha\to\left(\frac{\Delta}{\omega_c}\right)^\alpha\qquad(\Delta\to0).$$

In the continuum, the weight within a small window $W$ above threshold is

$$\int_0^WA\,dx\to\frac{W^\alpha}{\alpha\,\Gamma(\alpha)\,\omega_c^\alpha}=\frac{(W/\omega_c)^\alpha}{\Gamma(1+\alpha)}\to0 ,$$

so no delta function is hidden at the edge, even though $A$ diverges there.

The linear power is the marginal one. If $\beta\propto\omega^p$ at low $\omega$, then $\int\omega^{p-2}d\omega$ converges at its lower end for $p>1$, and $Z$ is finite. For $\beta=\alpha\omega^2e^{-\omega/\omega_c}/\omega_c$,

$$\tilde C(t)=\frac{\alpha}{\omega_c}\int_0^\infty d\omega\,e^{-\omega/\omega_c}(e^{-i\omega t}-1)=\alpha\left[\frac1{1+i\omega_ct}-1\right]\to-\alpha,$$

so $Z=e^{-\alpha}$.

## 6. Lifetime broadening

Let the hole also decay, for instance by an Auger process, independently of the pair excitations. The amplitude gains a factor $e^{-\gamma|t|}$ and the probability decays as $e^{-2\gamma t}$. By itself this factor gives a Lorentzian of half width $\gamma$ and full width $2\gamma$.

The factor also has a cumulant form. A decay channel is open at the level energy itself, so its kernel does not vanish at $\omega=0$. Idealize it as a constant $\gamma/\pi$ on both sides of $\omega=0$. With symmetric limits the odd part of the integrand cancels. Integration by parts gives $\int_{-\infty}^\infty d\omega\,(1-\cos\omega t)/\omega^2=t\int_{-\infty}^\infty d\omega\,\sin(\omega t)/\omega=\pi|t|$, hence

$$\int_{-\infty}^{\infty}d\omega\,\frac{\gamma}{\pi}\,\frac{\cos\omega t-1}{\omega^2}=-\gamma|t| .$$

Using $S(-t)=S(t)^*$, the broadened spectrum is

$$A_\gamma(x)=\frac1\pi\,\mathrm{Re}\int_0^\infty dt\,e^{i(x+i\gamma)t}(1+i\omega_ct)^{-\alpha}.$$

Substitute $u=1+i\omega_ct$ and define $s=-(x+i\gamma)/\omega_c$. Then $dt=du/(i\omega_c)$ and $i(x+i\gamma)t=-s(u-1)$. With $v=su$,

$$A_\gamma(x)=\frac1\pi\,\mathrm{Re}\left[\frac{e^s}{i\omega_c}\int_1^{1+i\infty}du\,e^{-su}u^{-\alpha}\right]
=\frac1\pi\,\mathrm{Re}\left[\frac{e^s s^{\alpha-1}}{i\omega_c}\,\Gamma(1-\alpha,s)\right],$$

where $\Gamma(a,s)=\int_s^\infty v^{a-1}e^{-v}dv$. Principal branches apply: $-\pi<\arg s<0$ and $0\le\arg u<\pi/2$, so $v$ never crosses the negative real axis, and $\mathrm{Re}\,v\to+\infty$ at the end of the path.

## 7. The Doniach–Sunjic shape

Now let $|x|$ and $\gamma$ be small against $\omega_c$, so that $|s|\ll1$. Split the incomplete gamma function:

$$\Gamma(1-\alpha,s)=\Gamma(1-\alpha)-\frac{s^{1-\alpha}}{1-\alpha}\left[1+O(s)\right].$$

The second term contributes $-[1+O(s)]/[i\omega_c(1-\alpha)]$ inside the real part. Its leading piece is imaginary and drops out; the remainder has real coefficients multiplying powers of $s$, so it contributes through $\mathrm{Im}\,s$, at order $\gamma/\omega_c^2$. In the first term $e^s\approx1$.

The phase comes from $s=-i(\gamma-ix)/\omega_c$. Put $\theta=\arctan(x/\gamma)$, so that $\gamma-ix=\sqrt{x^2+\gamma^2}\,e^{-i\theta}$. Since $1/i=-i$,

$$\frac{s^{\alpha-1}}{i\omega_c}=\frac{(-i)^\alpha(\gamma-ix)^{\alpha-1}}{\omega_c^\alpha}
=\frac{e^{-i\pi\alpha/2}\,e^{i(1-\alpha)\theta}}{\omega_c^\alpha\,(x^2+\gamma^2)^{(1-\alpha)/2}} .$$

Taking the real part gives

$$\boxed{A_\gamma(x)\simeq\frac{\Gamma(1-\alpha)}{\pi\,\omega_c^\alpha}\;\frac{\cos\left[(1-\alpha)\arctan(x/\gamma)-\pi\alpha/2\right]}{(x^2+\gamma^2)^{(1-\alpha)/2}}}$$

with relative corrections of order $|s|$. On a kinetic-energy axis $x$ changes sign and the line is mirrored.

**Limits.**

- For $\alpha\to0$ the cosine is $\gamma/\sqrt{x^2+\gamma^2}$, and the line is the Lorentzian $\gamma/[\pi(x^2+\gamma^2)]$.
- For $x\gg\gamma$, $\theta\simeq\pi/2-\gamma/x$ and the cosine is $\sin[\pi\alpha+(1-\alpha)\gamma/x]$. It tends to $\sin\pi\alpha$ as $x/\gamma\to\infty$; for small $\alpha$ this requires $x\gg\gamma/(\pi\alpha)$, because closer to the edge the Lorentzian wing dominates. Since $\Gamma(1-\alpha)\sin(\pi\alpha)/\pi=1/\Gamma(\alpha)$, the sharp edge then returns.
- For $x<0$ and $|x|\gg\gamma$, $\theta\simeq-\pi/2+\gamma/|x|$ and the cosine is $(1-\alpha)\gamma/|x|$. The tail falls as $\gamma|x|^{\alpha-2}$; it exists because of the lifetime.

The loss tail $x^{\alpha-1}$ cannot be integrated to infinity, so the Doniach–Sunjic form has no norm. It describes the region near the edge; the spectrum with the cutoff has norm 1.

**Zero weight with a lifetime.** A decaying quasiparticle would be a pole at $x=-i\gamma$. Here the leading singularity is $(x+i\gamma)^{\alpha-1}$, a branch point. Multiplied by $x+i\gamma$ it gives $(x+i\gamma)^\alpha\to0$, so the residue is zero.

## 8. Peak position and apparent weight

Write $\sqrt{x^2+\gamma^2}=\gamma/\cos\theta$ and $\varphi=(1-\alpha)\theta-\pi\alpha/2$. The line is proportional to $\cos^{1-\alpha}\theta\,\cos\varphi$, and

$$\frac{d}{d\theta}\left(\cos^{1-\alpha}\theta\cos\varphi\right)=-(1-\alpha)\cos^{-\alpha}\theta\left(\sin\theta\cos\varphi+\cos\theta\sin\varphi\right)=-(1-\alpha)\cos^{-\alpha}\theta\,\sin(\theta+\varphi).$$

As $\theta$ runs from $-\pi/2$ to $\pi/2$, $\theta+\varphi$ rises from $-\pi$ to $\pi-\pi\alpha$ and passes zero once. The maximum is therefore at

$$\theta_m=\frac{\pi\alpha}{2(2-\alpha)},\qquad x_m=\gamma\tan\theta_m ,$$

on the loss side of threshold. There $\varphi=-\theta_m$.

A Lorentzian of weight $Z$ and half width $\gamma$ has height $Z/(\pi\gamma)$. Reading the present line in that way gives the apparent weight

$$\pi\gamma A_{\max}=\Gamma(1-\alpha)\left(\frac{\gamma}{\omega_c}\right)^\alpha\cos^{2-\alpha}\theta_m .$$

It vanishes as $\gamma\to0$, whereas a quasiparticle would leave a constant. At finite $\gamma$ it measures the height of a broadened edge.

## 9. Other cutoffs

Let $\beta=\alpha\omega f(\omega)$, with $f$ smooth near zero, $f(0)=1$, and $f$ decaying at high frequency. Choose $\Lambda$ such that

$$\int_0^\infty\frac{d\omega}{\omega}\left[f(\omega)-e^{-\omega/\Lambda}\right]=0 .$$

The exponent $\tilde C$ differs from that of the exponential cutoff $\Lambda$ by $\alpha\int_0^\infty\frac{d\omega}{\omega}[f-e^{-\omega/\Lambda}](e^{-i\omega t}-1)$. At long times the oscillating part vanishes and the constant part is zero by the choice of $\Lambda$. Hence $e^{\tilde C}\to(i\Lambda t)^{-\alpha}$: near the edge the line shape is the same, with $\omega_c$ replaced by $\Lambda$. The threshold shift does depend on the whole kernel.

For a sharp cutoff $\omega_s$, start both integrals at a small $\epsilon$. They are $\ln(\omega_s/\epsilon)$ and $\ln(\Lambda/\epsilon)-\gamma_E$, with $\gamma_E$ Euler's constant, so $\Lambda=\omega_se^{\gamma_E}$.

This case also gives the power law directly. Differentiating $e^{\tilde C}$ with respect to $t$ and transforming to energy yields

$$xA(x)=\int_0^xd\omega\,\frac{\beta(\omega)}{\omega}\,A(x-\omega).$$

For $0<x<\omega_s$ this is $xA=\alpha\int_0^xA(y)\,dy$. Differentiation gives $xA'=(\alpha-1)A$, so $A\propto x^{\alpha-1}$ over that whole range.

## 10. Numerical example

Take the round parameters $\alpha=0.2$, $\omega_c=10$ eV and $\gamma=0.1$ eV, which represent no particular metal. Electronvolts suit core-level lines. The numerical check checks numerically the cumulant, the sharp and broadened spectra, the Doniach–Sunjic limit, the peak formulas and the effective cutoff $\Lambda=\omega_se^{\gamma_E}$; the self-energy relation of section 2 and the integral equation of section 9 rest on their derivations alone.

The threshold shift is $0.2\times10=2$ eV (0.0735 hartree).

**Loss of weight.** For mode spacings 1, 0.1, 0.01 and 0.001 eV, $Z=0.625$, $0.398$, $0.251$ and $0.158$. The last value agrees with $(10^{-4})^{0.2}=10^{-0.8}=0.158$. The decay is slow: a very small spacing still leaves a visible $Z$. At $t=20$ eV$^{-1}$, $|e^{C}|$ is $200^{-0.2}=0.347$ and still falling for the linear kernel; for the quadratic kernel it has settled at $e^{-0.2}=0.819$.

**Edge exponent.** An explicit sum over modes gives a logarithmic slope of $-0.806$ between 0.05 and 0.10 eV. The edge exponent is $-0.8$, and the factor $e^{-x/\omega_c}$ adds $-0.05/(10\ln2)=-0.007$. The sum agrees to about 0.001.

**Line shape**, in eV$^{-1}$:

| $x$ (eV) | sharp | broadened | Doniach–Sunjic |
|---:|---:|---:|---:|
| −0.3 | 0 | 0.148 | 0.150 |
| 0 | diverges | 1.399 | 1.403 |
| 0.1 | 0.859 | 1.056 | 1.063 |
| 0.3 | 0.349 | 0.445 | 0.455 |
| 1.0 | 0.124 | 0.139 | 0.151 |

On a grid over $|x|\le0.5$ eV the Doniach–Sunjic form deviates from the broadened spectrum by at most 4.0 % of the latter. With $\omega_c=100$ eV this falls to 0.40 %, as expected for an error of order $|s|$. At $x=1$ eV the deviation is already 9 %.

**Peak.** The angle is $\theta_m=0.2\pi/3.6=0.1745$, so $x_m=0.1\tan0.1745=0.0176$ eV; with the cutoff retained the maximum is at 0.0175 eV. The half-height points are $-0.091$ and $0.176$ eV, at distances 0.108 and 0.159 eV from the maximum. The full width is 0.267 eV (0.0098 hartree), against 0.200 eV for the lifetime Lorentzian. For this $\alpha$, at zero temperature and without phonon or instrumental broadening, reading half of the full width as $\gamma$ would overestimate the decay rate by about a third.

**Apparent weight.** The height 1.430 eV$^{-1}$ gives $\pi\times0.1\times1.430=0.449$. For $\gamma=0.01$ and $0.001$ eV the values are 0.2844 and 0.1795. The last step is a factor 0.631, equal to $10^{-0.2}$: the line narrows, but no fixed weight gathers in it. This scaling is a zero-temperature result. At temperature $T$ the pair kernel is $\alpha k_BT$ at $\omega=0$, which by section 6 adds a long-time decay rate $\pi\alpha k_BT$, 0.016 eV at 300 K. There the full width is 0.279 eV instead of 0.267 eV for $\gamma=0.1$ eV, and 0.057 eV instead of 0.027 eV for $\gamma=0.01$ eV, so the line stops narrowing once $\gamma$ falls below the thermal rate.

## Numbers as computed

```
edge parameter alpha = 0.20
cutoff wc = 10.0 eV
lifetime half width gamma = 0.10 eV
threshold shift alpha*wc = 2.0000 eV = 0.07350 hartree
norm of sharp spectrum = 1.00000000
three-mode test: Z diagonalized = 0.824894, formula = 0.824894
pair count / linear law (band test) = 0.99895
|exp C| at t = 20/eV, linear kernel = 0.3466
|exp C| at t = 20/eV, quadratic kernel = 0.8187
Z for mode spacing 1.000 eV = 0.6247
Z for mode spacing 0.100 eV = 0.3977
Z for mode spacing 0.010 eV = 0.2512
Z for mode spacing 0.001 eV = 0.1585
edge exponent from mode sum, 0.05 to 0.10 eV = -0.8061
weight within 1.00 eV of threshold = 0.6760
weight within 0.10 eV of threshold = 0.4329
weight within 0.01 eV of threshold = 0.2735
line shapes in 1/eV: loss x (eV), sharp, broadened, DS
  -0.30         0  0.1484  0.1495
  -0.10         0  0.6549  0.6572
   0.00  diverges  1.3987  1.4031
   0.10    0.8585  1.0564  1.0634
   0.30    0.3494  0.4452  0.4548
   1.00    0.1244  0.1389  0.1515
largest DS error, |x| <= 0.5 eV, wc = 10 eV: 4.01 %
largest DS error, |x| <= 0.5 eV, wc = 100 eV: 0.400 %
sharp cutoff 10 eV: effective cutoff = 17.811 eV
sharp cutoff: largest DS error = 0.0203 %
peak angle theta_m = 0.17453 rad
peak position, DS formula = 0.01763 eV
peak position, with cutoff = 0.01749 eV
peak height: DS = 1.4352, with cutoff = 1.4303 1/eV
half-height points with cutoff = -0.0908, 0.1763 eV
full width with cutoff = 0.2671 eV = 0.009815 hartree
full width, DS = 0.2689 eV
full width of the lifetime Lorentzian = 0.2000 eV
apparent weight pi*gamma*A_max, gamma = 0.100 eV: 0.4494
apparent weight pi*gamma*A_max, gamma = 0.010 eV: 0.2844
apparent weight pi*gamma*A_max, gamma = 0.001 eV: 0.1795
```
